\section*{Recursion Relations for Kepler Orbit Averages and Hydrogen Radial Moments}

\section{Definitions and conventions}

Hartree atomic units are used, with a fixed point nucleus of charge $Z=1$ and no relativity; for general $Z$ every moment $\langle r^s\rangle$ gains the factor $Z^{-s}$. The bound state $(n,l)$ has energy $-1/(2n^2)$ and a real radial function $u$, normalised by $\int_0^\infty u^2dr=1$, with
\begin{equation}
u''=\Big(\frac{l(l+1)}{r^2}-\frac2r+\frac1{n^2}\Big)u .\label{rad}
\end{equation}
Since $u\sim r^{l+1}$ at the origin, $\langle r^s\rangle=\int r^su^2dr$ exists for $s>-2l-3$. The exponent $s$ is an integer unless stated otherwise. Put
\begin{equation}
\lambda=l+\tfrac12,\qquad y=\frac{\lambda^2}{n^2},\qquad h=\frac1{n^2},\qquad \langle r^s\rangle=n^{2s}m_s .
\end{equation}
Because $l\le n-1$, $0<y<1$. The classical orbit compared with the state has the same energy and an angular momentum $L^2=\lambda^2-\delta$. The two candidates are $\delta=0$ and, since $l(l+1)=\lambda^2-\frac14$, $\delta=\frac14$. An overbar is the average over an angle $\theta\in[0,2\pi)$. A prime on $\mu$ means $d/dy$.

\section{The Kepler average}

With energy $-1/(2a)$, $a=n^2$, energy conservation multiplied by $2r^2$ reads
\begin{equation}
r^2\dot r^2=-\frac{r^2}{a}+2r-L^2=\frac{a^2e^2-(r-a)^2}{a},\qquad 1-e^2=\frac{L^2}{a}=\frac{L^2}{n^2}.
\end{equation}
Set $r=aw$, $w=1+e\cos\theta$, where $\theta$ is the eccentric anomaly counted from the outer turning point. Then $r|\dot r|=\sqrt a\,e|\sin\theta|$ and $|dr|=ae|\sin\theta|d\theta$, so $dt=a^{3/2}w\,d\theta$. As $\overline w=1$, the period is $2\pi n^3$ and the time average of $r^s$ is $a^s\mu_s$ with $\mu_s=\overline{w^{s+1}}$. In this section $\mu_s$ is a function of the variable $y=1-e^2$; the argument is chosen later.

The average of $d(\sin\theta\,w^s)/d\theta$ vanishes by periodicity:
\begin{equation}
\overline{\cos\theta\,w^s}=se\,\overline{\sin^2\theta\,w^{s-1}} .\label{parts}
\end{equation}
Multiply by $e$ and use $e\cos\theta=w-1$ and $e^2\sin^2\theta=e^2-(w-1)^2=-y+2w-w^2$. Collecting powers of $w$ gives
\begin{equation}
(s+1)\mu_s-(2s+1)\mu_{s-1}+sy\,\mu_{s-2}=0 .\label{cl}
\end{equation}
The starting values are $\mu_{-1}=\mu_0=1$ and, with $\tau=\tan(\theta/2)$,
\begin{equation}
\mu_{-2}=\frac1\pi\int_0^\infty\frac{2\,d\tau}{(1+e)+(1-e)\tau^2}=y^{-1/2}.
\end{equation}
The Legendre polynomials are fixed by $P_0=1$ and Bonnet's recursion $(k+1)P_{k+1}-(2k+1)xP_k+kP_{k-1}=0$. The extension $P_{-k-1}=P_k$ maps this recursion into itself, so it holds for all integer $k$. Taking $k=s$, $x=y^{-1/2}$ and multiplying by $y^{(s+1)/2}$ reproduces \eqref{cl} for $y^{(s+1)/2}P_{s+1}$, with the same three starting values. Equation \eqref{cl} determines $\mu_s$ upward from $\mu_{-1},\mu_0$ and downward from $\mu_{-1},\mu_{-2}$, so
\begin{equation}
\mu_s(y)=y^{(s+1)/2}P_{s+1}(y^{-1/2}).\label{leg}
\end{equation}
The recursion gives $\mu_1=(3-y)/2$, $\mu_2=(5-3y)/2$, $\mu_3=(35-30y+3y^2)/8$, $\mu_{-3}=y^{-3/2}$ and $\mu_{-4}=(3-y)y^{-5/2}/2$.

Since $d/dy=-(2e)^{-1}d/de$, we have $\mu_s'=-\frac{s+1}{2e}\overline{\cos\theta\,w^s}$. Therefore
\begin{align}
\mu_s'-\mu_{s-1}'&=-\frac1{2e}\,\overline{\cos\theta\,w^s+s\cos\theta\,(w-1)w^{s-1}}\nonumber\\
&=-\frac s2\,\overline{(\sin^2\theta+\cos^2\theta)w^{s-1}}=-\frac s2\,\mu_{s-2},\label{id}
\end{align}
where \eqref{parts} was used on the first term and $w-1=e\cos\theta$ on the second.

\section{The quantum recursion}

Write $M_k=\langle r^k\rangle$, $\Lambda=l(l+1)$, $A=\int r^su'^2dr$ with $u'=du/dr$. For $s>-2l-1$ all boundary terms below, which scale as $r^{s+2l+1}$ at the origin, vanish, and $\int r^kuu'dr=-\frac k2M_{k-1}$. Multiply \eqref{rad} by $r^su$ and integrate; on the left, $\int r^suu''=-A-s\int r^{s-1}uu'$. Multiply it also by $r^{s+1}u'$; on the left, $\int r^{s+1}u'u''=-\frac{s+1}2A$. The two results are
\begin{align}
A&=\big[\tfrac12s(s-1)-\Lambda\big]M_{s-2}+2M_{s-1}-hM_s,\\
(s+1)A&=(s-1)\Lambda M_{s-2}-2sM_{s-1}+(s+1)hM_s .
\end{align}
Subtracting $(s+1)$ times the first from the second and halving gives
\begin{equation}
(s+1)hM_s-(2s+1)M_{s-1}+s\big[\Lambda-\tfrac14(s^2-1)\big]M_{s-2}=0 .
\end{equation}
The bracket equals $\lambda^2-s^2/4$. Dividing by $n^{2s-2}$ yields the Kramers--Pasternack relation in scaled form,
\begin{equation}
(s+1)m_s-(2s+1)m_{s-1}+s\big(y-\tfrac14s^2h\big)m_{s-2}=0 .\label{qm}
\end{equation}
This is \eqref{cl} with $L^2$ replaced by $\lambda^2-s^2/4$, a value that changes from one rung to the next. Normalisation gives $m_0=1$, and $s=0$ gives $m_{-1}=1$. For $m_{-2}$, treat $l$ as continuous at a fixed number of nodes $N=n-l-1$. Inserting $u=r^{l+1}e^{-r/n}\sum_ja_jr^j$ in \eqref{rad} gives $(j+1)(j+2l+2)a_{j+1}=2[(j+l+1)/n-1]a_j$. For any real $l\ge0$ this series terminates at $j=N$ when $n=N+l+1$, so $E=-1/[2(N+l+1)^2]$ and $dE/dl=n^{-3}$. For a normalised eigenfunction $dE/dl=\langle\partial H/\partial l\rangle$ (Hellmann--Feynman: the terms from the change of $u$ sum to $E\,d\langle u|u\rangle/dl=0$). This reads $n^{-3}=\lambda M_{-2}$, so $m_{-2}=n/\lambda=y^{-1/2}$.

With $y=\lambda^2/n^2$ the quantum and classical starting values coincide, so $m_s=\mu_s(y)$ at $h=0$. For $s\ge1$ the upward recursion divides only by $s+1$, and $m_s$ is a polynomial in $y$ and $h$. Convexity gives $\mu_s\ge\overline w^{\,s+1}=1$, so the Kepler value has relative error $O(n^{-2})$ for every $l$, small or large. For $s\le-3$ the downward recursion divides by $y-t^2h/4=y\,[1-t^2/(4\lambda^2)]$ for $t=1,\dots,|s|-2$. The expansion parameter is then $\lambda^{-2}$, and large $l$ is needed. For example, $s=-1$ in \eqref{qm} gives $m_{-3}/\mu_{-3}=\lambda^2/(\lambda^2-\frac14)$, which does not tend to $1$ as $n\to\infty$ at fixed $l$. The series in $h$ converges for $\lambda>(|s|-2)/2$, which is the existence condition $s>-2l-3$.

\section{The first correction}

At fixed $s$ and $y$ write $m_s=\mu_s+h\nu_s+h^2\xi_s+\dots$ The order $h$ of \eqref{qm} is
\begin{equation}
(s+1)\nu_s-(2s+1)\nu_{s-1}+sy\,\nu_{s-2}=\tfrac14s^3\mu_{s-2},\label{o1}
\end{equation}
with $\nu_0=\nu_{-1}=\nu_{-2}=0$. Its solution is
\begin{equation}
\nu_s=-\tfrac1{12}N_s,\qquad N_s=s(s+2)\mu_s'+2\mu_{s+1}''.\label{nu}
\end{equation}
The starting values hold: $N_0=2\mu_1''=0$, $N_{-1}=-\mu_{-1}'+2\mu_0''=0$, $N_{-2}=2\mu_{-1}''=0$. It remains to show that the left side of \eqref{o1}, applied to $N$, equals $-3s^3\mu_{s-2}$. Split it as $2T+U$ by the order of the derivative.

The second-derivative part is $T=(s+1)\mu_{s+1}''-(2s+1)\mu_s''+sy\mu_{s-1}''$. Subtract from $T$ the second derivative of \eqref{cl}, which is zero and contains the extra term $2s\mu_{s-2}'$. Each difference is replaced by the derivative of \eqref{id}, $\mu_k''-\mu_{k-1}''=-\frac k2\mu_{k-2}'$:
\begin{equation}
2T=-(s+1)^2\mu_{s-1}'+s(2s+1)\mu_{s-2}'-s(s-1)y\mu_{s-3}'-4s\mu_{s-2}'.
\end{equation}
The first derivative of \eqref{cl} at index $s-1$, followed by \eqref{id} at index $s-1$, gives
\begin{align}
-(s-1)y\mu_{s-3}'&=s\mu_{s-1}'-(2s-1)\mu_{s-2}'+(s-1)\mu_{s-3}\nonumber\\
&=(s-2)\mu_{s-1}'-(2s-3)\mu_{s-2}'.
\end{align}
The coefficient of $\mu_{s-2}'$ in $2T$ becomes $s(2s+1)-4s-s(2s-3)=0$, that of $\mu_{s-1}'$ becomes $-(s+1)^2+s(s-2)$, and so $2T=-(4s+1)\mu_{s-1}'$.

The first-derivative part is
\begin{equation}
U=s(s+1)(s+2)\mu_s'-(2s+1)(s^2-1)\mu_{s-1}'+s(s-2)\,sy\mu_{s-2}'.
\end{equation}
The derivative of \eqref{cl} gives $sy\mu_{s-2}'=-(s+1)\mu_s'+(2s+1)\mu_{s-1}'-s\mu_{s-2}$. The coefficient of $\mu_s'$ becomes $s(s+1)[(s+2)-(s-2)]=4s(s+1)$, and that of $\mu_{s-1}'$ becomes $(2s+1)(1-2s)=1-4s^2$. Adding $2T$ turns the latter into $-4s(s+1)$, and \eqref{id} finishes:
\begin{align}
2T+U&=4s(s+1)(\mu_s'-\mu_{s-1}')-s^2(s-2)\mu_{s-2}\nonumber\\
&=-s^2\big[2(s+1)+(s-2)\big]\mu_{s-2}=-3s^3\mu_{s-2}.
\end{align}

\section{The effective angular momentum}

For $s=0,-1$ the moment does not depend on $L$ and both candidates are exact. For other integers define $c$ by $\mu_s(y-ch)=m_s$. Expanding to order $h$ gives $c=c_s+O(h)$ with
\begin{equation}
c_s=-\frac{\nu_s}{\mu_s'}=\frac1{12}\Big[s(s+2)+\frac{2\mu_{s+1}''}{\mu_s'}\Big].\label{c1}
\end{equation}
The choice $L^2=\lambda^2-\delta$ gives $\mu_s-\delta h\mu_s'$ against the exact $\mu_s-c_sh\mu_s'$. Its error relative to the exact moment is
\begin{equation}
\epsilon_s(\delta)=(c_s-\delta)\frac{\mu_s'}{n^2\mu_s}+O(n^{-4}).\label{err}
\end{equation}
To leading order $l(l+1)$ is the better choice when $|c_s-\frac14|<|c_s|$, that is when $c_s>\frac18$.

To bound $c_s$, express the derivatives as averages. By \eqref{parts},
\begin{equation}
\mu_s'=-\tfrac12s(s+1)\,\overline{\sin^2\theta\,w^{s-1}},
\end{equation}
which is negative for $s\ge1$ and $s\le-2$. Differentiating this formula at index $s+1$ gives $\mu_{s+1}''=\frac{s(s+1)(s+2)}{4e}\overline{\sin^2\theta\cos\theta\,w^{s-1}}$. Writing $\sin^2\theta\cos\theta=\frac13d(\sin^3\theta)/d\theta$ and integrating by parts turns the average into $\frac13e(s-1)\overline{\sin^4\theta\,w^{s-2}}$. Then \eqref{c1} becomes
\begin{equation}
c_s=\frac{s+2}{12}\Big[s-\frac{s-1}3R_s\Big],\qquad R_s=\frac{\overline{\sin^4\theta\,w^{s-2}}}{\overline{\sin^2\theta\,w^{s-1}}}.\label{c2}
\end{equation}
$R_s$ is the mean of $\sin^2\theta/w$ with the positive weight $\sin^2\theta\,w^{s-1}$. For $e<1$, $w\ge1-|\cos\theta|$, so $\sin^2\theta/w\le1+|\cos\theta|$ and $0<R_s<2$. For $s>1$ the bracket in \eqref{c2} exceeds $s-\frac23(s-1)=\frac13(s+2)$. For $s<-2$, $c_s=\frac{|s|-2}{12}\big[|s|-\frac{|s|+1}3R_s\big]$, and this bracket exceeds $\frac13(|s|-2)$. In both ranges
\begin{equation}
c_s>\frac{(s+2)^2}{36},
\end{equation}
a lower bound that gives $c_s>\frac14$ for $s\ge2$ and $s\le-5$. The remaining cases follow from \eqref{c1} and the explicit $\mu_s$:
\begin{align}
c_1&=\tfrac3{12}=\tfrac14,\qquad c_{-2}=0,\qquad c_{-3}=\tfrac1{12}\Big[3+\frac{2\cdot\frac34}{-\frac32}\Big]=\tfrac16,\\
c_{-4}&=\tfrac1{12}\Big[8+\frac{2\cdot\frac{15}4}{-\frac34(5-y)}\Big]=\frac{15-4y}{6(5-y)}=\frac12-\frac y{6(5-y)}>\frac{11}{24}.
\end{align}
Likewise $c_2=\frac1{12}(8-1)=\frac7{12}$.

No single $L^2$ is therefore best for all moments. For $s=-2$, $\lambda^2$ is exact. For $s=1$, \eqref{qm} gives $2m_1=3-(y-h/4)$, so $l(l+1)$ is exact. For every integer $s\ge1$ or $s\le-3$, and every $e<1$, $l(l+1)$ has the smaller leading error. For $s\ge2$ and $s\le-4$, $c_s>\frac14$ and $\mu_s'<0$, so both candidates underestimate the moment at order $n^{-2}$: where the matching $L^2=\lambda^2-c$ is positive, the state acts like a more eccentric orbit than either assigns to it. At small $l$ it can be negative, and then no Kepler orbit of this energy reproduces the moment; for $l=0$, $s=2$ it is $\frac14-\frac7{12}=-\frac13$. The ratio of the two leading errors is $1-1/(4c_s)$, which tends to $1$ as $|s|$ grows, so the advantage of $l(l+1)$ fades for high powers.

As $e\to0$, $R_s\to\frac38/\frac12=\frac34$, and
\begin{equation}
c_s\to\frac{(s+2)(3s+1)}{48},\qquad\frac{\mu_s'}{\mu_s}\to-\frac{s(s+1)}4 .\label{circ}
\end{equation}
For $l=n-1$, $y=(1-1/2n)^2$ and $e^2\approx1/n$ with either candidate. The term $s(s+1)e^2/4$ in $\mu_s$ is of order $1/n$, so setting $e=0$ for this state would cost a relative error $O(n^{-1})$. In this limit $|\epsilon_s|\approx s^4/(64n^2)$ for $1\ll|s|$, and this estimate of the error holds only while $s^2$ is small compared with $8n$.

\section{Worked example: hydrogen, $n=20$, $l=12$}

Here $a=400$ bohr $\approx21.2$ nm, $\lambda=12.5$, $y=156.25/400=0.390625$. The eccentricities are $\sqrt{1-156/400}=0.781025$ for $l(l+1)$ and $0.780625$ for $\lambda^2$. The exact moments come from the Laguerre eigenfunction, independently of \eqref{qm}.

For $s=1$, $\langle r\rangle=(1200-156)/2=522$ bohr $\approx27.6$ nm, matched exactly by $l(l+1)$. With $\lambda^2$ the value is $521.875$ bohr, and \eqref{err} gives $0.25\times(-0.5)/(400\times1.30469)=-2.395\times10^{-4}$, equal to the actual error at this precision.

For $s=-4$, $R=0.65085$, so $c_{-4}=-\frac16\big[-4+\frac53(0.65085)\big]=0.4859$. With $\mu=13.68064$ and $\mu'=-92.79898$,
\begin{align}
\epsilon(0)&=0.48588\times\frac{-92.79898}{400\times13.68064}=-8.240\times10^{-3},\\
\epsilon(\tfrac14)&=(0.48588-0.25)\times\frac{-92.79898}{400\times13.68064}=-4.000\times10^{-3},
\end{align}
against the actual $-8.227\times10^{-3}$ and $-4.011\times10^{-3}$. The exact moment $5.3883315\times10^{-10}$ bohr$^{-4}$ times $400^4$ is $m_{-4}=13.79413$, while $\mu+h\nu=13.68064+45.08877/400=13.79336$. The difference is the remainder $122.67/20^4$.

The table lists $c_s$, the exact root $c$ of $\mu_s(y-ch)=m_s$, and the actual errors relative to the exact moment, in units of $10^{-3}$.
\begin{center}
\begin{tabular}{rrrrr}
$s$&$c_s$&exact $c$&$l(l+1)$&$\lambda^2$\\
$-6$&1.6118&1.6188&$-42.70$&$-50.26$\\
$-4$&0.4859&0.4865&$-4.011$&$-8.227$\\
$-3$&0.1667&0.1667&$+0.801$&$-1.600$\\
$-2$&0&0&$+0.801$&0\\
$1$&0.2500&0.2500&0&$-0.239$\\
$2$&0.5833&0.5833&$-0.652$&$-1.142$\\
$4$&1.7165&1.7157&$-5.598$&$-6.552$
\end{tabular}
\end{center}

Three features of the numbers have short derivations. First, $l(l+1)$ makes the same error at $s=-2$ and $s=-3$. The ratios of Kepler to exact value are $\Lambda^{-1/2}/\lambda^{-1}$ and $\Lambda^{-3/2}/(\lambda\Lambda)^{-1}$, both equal to $\lambda/\sqrt\Lambda$.

Second, along $n=20,60,180$ at the same $y$, the scaled remainder $n^4(m_s-\mu_s-h\nu_s)$ runs $122.67$, $121.96$, $121.88$ for $s=-4$ but stays at $3.1797$ for $s=4$. By \eqref{qm}, $m_1$ and $m_2$ are linear in $h$, so $m_3$ and $m_4$ are quadratic and the remainder is exactly $h^2\xi_4$. The order $h^2$ of \eqref{qm} is \eqref{o1} with $\xi$ for $\nu$ and $\nu$ for $\mu$. With $\xi_1=\xi_2=0$, $\nu_1=\frac18$, $\nu_2=\frac78$, it gives $4\xi_3=\frac{27}4\cdot\frac18$ and $5\xi_4=9\cdot\frac{27}{128}+16\cdot\frac78$, so $\xi_4=\frac{407}{128}=3.1797$.

Third, $R_s=R_{-1-s}$; for instance $R_3=R_{-4}=0.65085$. The substitution $\cos\theta=-(\cos\phi+e)/W$, $W=1+e\cos\phi$, gives $w=y/W$, $\sin^2\theta=y\sin^2\phi/W^2$, $|d\theta|=\sqrt y\,d\phi/W$. Numerator and denominator of $R_s$ become $y^{s+1/2}\overline{\sin^4\phi\,W^{-s-3}}$ and $y^{s+1/2}\overline{\sin^2\phi\,W^{-s-2}}$, whose ratio is $R_{-1-s}$.

The numerical check tests \eqref{leg} against Newton's equations integrated over one period, and \eqref{qm}, \eqref{nu} and \eqref{c2} against exact moments. It also confirms the ranking at finite quantum numbers in 1540 cases: $n=10,15,\dots,40$, $3\le l\le n-1$, $s=-6,\dots,-2$ and $1,\dots,5$. For $n=400$, $l=399$ the exact $c$ at $s=4$ is $1.6255$, against $6\times13/48=1.6250$ from \eqref{circ}.

\section{Non-integer powers}

The right side of \eqref{c2} is defined for real $s$, but the proof above rests on integer starting values and does not cover it. That \eqref{c2} still holds is a conjecture with numerical support. For $n=180$, $l=112$ the formula and the exact root agree to the five decimals computed at $s=-2.5,-1.5,-0.5,0.5,1.5$, with values $0.06517$, $-0.03145$, $-0.00417$, $0.13522$, $0.39850$. The first three lie below $\frac18$, where $\lambda^2$ is the better choice. If the conjecture holds, \eqref{circ} places the near-circular boundary at $(s+2)(3s+1)=6$, or $3s^2+7s-4=0$. This boundary moves with $e$ (for $n=180$, $l=112$ the upper edge is near $0.45$), so the window that follows is for near-circular orbits only. There $\lambda^2$ has the smaller leading error for $-2.81<s<0.47$, apart from $s=0,-1$ where both are exact, and $l(l+1)$ has it outside. The ranking was tested on the state $n=400$, $l=399$ at $s=-2.9,-2.7,-1.5,0.4,0.55$ and agrees with this window.

\section*{Table of computed values}
\begin{verbatim}
example n=20 l=12 lam=12.5 y=0.390625
a = 400 bohr = 21.1671 nm; period = 50265.5 au time
L^2: l(l+1)=156, lam^2=156.25 (hbar^2)
e[l(l+1)]=0.781025  e[lam^2]=0.780625
<r> = 522.0000 bohr = 27.6231 nm
orbit integration vs Legendre form, max rel dev = 1e-12
s: <r^s> exact, Kepler l(l+1), Kepler lam^2 (bohr^s)
-6: 5.2419030e-14 5.0180864e-14 4.9784320e-14
-5: 5.1377769e-12 5.0482714e-12 5.0176000e-12
-4: 5.3883315e-10 5.3667211e-10 5.3440000e-10
-3: 6.4102564e-08 6.4153908e-08 6.4000000e-08
-2: 1.0000000e-05 1.0008010e-05 1.0000000e-05
-1: 2.5000000e-03 2.5000000e-03 2.5000000e-03
+1: 5.2200000e+02 5.2200000e+02 5.2187500e+02
+2: 3.0660000e+05 3.0640000e+05 3.0625000e+05
+3: 1.9050360e+08 1.9005040e+08 1.8991211e+08
+4: 1.2222504e+11 1.2154080e+11 1.2142422e+11
s: rel err l(l+1) actual, predicted; lam^2 actual, predicted
-6: -4.270e-02 -4.319e-02; -5.026e-02 -5.111e-02
-5: -1.742e-02 -1.745e-02; -2.339e-02 -2.354e-02
-4: -4.011e-03 -4.000e-03; -8.227e-03 -8.240e-03
-3: +8.010e-04 +8.000e-04; -1.600e-03 -1.600e-03
-2: +8.010e-04 +8.000e-04; +0.000e+00 +0.000e+00
-1: +0.000e+00 -0.000e+00; +0.000e+00 -0.000e+00
+1: +0.000e+00 -0.000e+00; -2.395e-04 -2.395e-04
+2: -6.523e-04 -6.531e-04; -1.142e-03 -1.143e-03
+3: -2.379e-03 -2.386e-03; -3.105e-03 -3.114e-03
+4: -5.598e-03 -5.631e-03; -6.552e-03 -6.591e-03
s: mu, mu', nu, R, c_s, exact effective c (dimensionless)
-6: 203.91657 -2586.68432 4169.20528 0.49912 1.61180 1.61878
-5: 51.38022 -500.63213 483.85491 0.56702 0.96649 0.96896
-4: 13.68064 -92.79898 45.08877 0.65085 0.48588 0.48645
-3: 4.09600 -15.72864 2.62144 0.75000 0.16667 0.16671
-2: 1.60000 -2.04800 0.00000 0.85207 -0.00000 -0.00000
+1: 1.30469 -0.50000 0.12500 0.85207 0.25000 0.25000
+2: 1.91406 -1.50000 0.87500 0.75000 0.58333 0.58333
+3: 2.96738 -3.45703 3.69629 0.65085 1.06921 1.06905
+4: 4.74313 -7.28516 12.50488 0.56702 1.71649 1.71569
c[-4]=(4*y - 15)/(6*(y - 5)); c[-3]=1/6; c[-2]=0
c[1]=1/4; c[2]=7/12; c[3]=5*(3*y - 13)/(12*(y - 5))
s=-4: n^4*remainder, n=20,60,180: 122.6651 121.9576 121.8795
s=4: n^4*remainder, n=20,60,180: 3.1797 3.1797 3.1797
non-integer s, n=180 l=112: c_s, exact effective c
-2.5: 0.06517 0.06517
-1.5: -0.03145 -0.03145
-0.5: -0.00417 -0.00417
+0.5: 0.13522 0.13522
+1.5: 0.39850 0.39850
circular n=400 l=399: (s+2)(3s+1)/48, exact effective c
-4: 0.45833 0.45846
-3: 0.16667 0.16667
+4: 1.62500 1.62554
near-circular window where lam^2 wins: -2.8081 < s < 0.4748
finite-n verdict checked on 1540 (n,l,s) cases
\end{verbatim}
